\section*{Fermi Level of Donor-Doped Silicon with Amphoteric Dangling Bonds}

\section*{Question}

Silicon at $T=300$ K contains $N_D=10^{17}\ \mathrm{cm^{-3}}$ phosphorus donors and $N_B=10^{18}\ \mathrm{cm^{-3}}$ dangling bonds, both uniformly distributed, and no acceptors. A dangling bond is one localized orbital that can hold zero, one or two electrons; its charge is then $+1$, $0$ or $-1$. All energies are measured from the valence edge. Adding the first electron to a bond costs $E_1=0.30$ eV and adding the second costs $E_2=0.80$ eV. These are energy differences: the entropy of the free spin of the neutral bond is not contained in them. The system is in thermal equilibrium.

Take $kT=0.02585$ eV, a gap $E_g=1.12$ eV, a donor level $0.045$ eV below the conduction edge, a density-of-states mass of $1.1$ electron masses for both bands and a relative permittivity $\kappa=11.7$. The material values are rough typical ones. Algebra is in atomic units ($\hbar=m_e=e=4\pi\epsilon_0=1$); numbers are in eV, nm, K and $\mathrm{cm^{-3}}$.

\begin{enumerate}
\item[(a)] Find the fractions $f_+$, $f_0$, $f_-$ of bonds in the three charge states as functions of the Fermi level $E_F$.
\item[(b)] Write the neutrality condition and prove that it fixes one value of $E_F$.
\item[(c)] Find $E_F$, first as a formula in $x=N_D/N_B$, then as a number. How does the number change if the quoted levels are instead the Fermi energies at which neighbouring charge states are equally populated?
\item[(d)] Justify each term dropped in (c).
\item[(e)] Compare with silicon without donors and with silicon without bonds. Over what range of $x$ does the formula hold?
\item[(f)] The bond levels are spread by disorder with standard deviation $\sigma$, both levels of a bond moving together. Find the leading shift of $E_F$ for small $\sigma$, and discuss $\sigma=0.05$ eV.
\item[(g)] Estimate the effect of the random positions of the donors, and that of gathering the bonds on parallel grain boundaries $10$ nm apart.
\item[(h)] Discuss operation at $400$ K and the relation of the model to real polysilicon.
\end{enumerate}

\section*{Model answers}

\subsection*{(a) Charge states of one bond}

The orbital has four states: empty, one electron with spin up, one with spin down, and two electrons. Their energies are $0$, $E_1$, $E_1$ and $E_1+E_2$. A state with energy $E$ and $N$ electrons has the weight $\exp[-(E-NE_F)/kT]$. The two spin states have equal weights, so the neutral bond receives a factor 2:
\begin{align}
w_+&=1,\qquad w_0=2e^{(E_F-E_1)/kT},\\
w_-&=e^{(2E_F-E_1-E_2)/kT}.
\end{align}
The fractions are $f_i=w_i/(w_++w_0+w_-)$. Two ratios follow by division:
\begin{equation}
\frac{f_-}{f_0}=\tfrac12 e^{(E_F-E_2)/kT},\qquad
\frac{f_+}{f_0}=\tfrac12 e^{(E_1-E_F)/kT}.
\label{ratios}
\end{equation}
The difference $U=E_2-E_1=0.50$ eV is the effective repulsion between two electrons on one bond. Since $U\gg kT$, there is a wide range of $E_F$ between the levels in which nearly all bonds are neutral.

\subsection*{(b) Neutrality and uniqueness}

With $n$ free electrons, $p$ free holes and $N_D^+$ ionized donors per unit volume, the total charge density must vanish:
\begin{equation}
Q(E_F)=p-n+N_D^++N_B(f_+-f_-)=0.
\label{neutral}
\end{equation}
Raising $E_F$ lowers $p$, raises $n$ and fills donors, so the first three terms together fall. For the bonds, $f_+-f_-=1-\langle N\rangle$, where $\langle N\rangle=\sum_s N_sw_s/\sum_s w_s$ runs over the four states. Because $dw_s/dE_F=N_sw_s/kT$, the quotient rule gives
\begin{equation}
\frac{d\langle N\rangle}{dE_F}=\frac{\langle N^2\rangle-\langle N\rangle^2}{kT}>0 .
\end{equation}
The bond term therefore falls too, and $Q$ is strictly decreasing. It is positive for very low $E_F$, where holes dominate, and negative for very high $E_F$, where electrons dominate. Being continuous, it has one zero.

\subsection*{(c) The Fermi level}

There are ten bonds per donor, and a bond can take a second electron at $0.80$ eV, far below the donor level at $1.12-0.045=1.075$ eV. Assume, subject to part (d), that every donor has given its electron to a bond, and that $n$, $p$ and $f_+$ are negligible. Equation (\ref{neutral}) becomes $N_D=N_Bf_-$, so
\begin{equation}
f_-=x,\qquad f_0=1-x .
\end{equation}
Insert these in the first ratio of (\ref{ratios}), multiply by 2 and take the logarithm:
\begin{equation}
\frac{2x}{1-x}=e^{(E_F-E_2)/kT}
\;\Rightarrow\;
E_F=E_2+kT\ln\frac{2x}{1-x}.
\label{main}
\end{equation}
For $x=0.10$ the argument is $0.2/0.9=0.2222$, and
\begin{equation}
E_F=0.80-0.0389=0.761\ \mathrm{eV}.
\end{equation}
The Fermi level lies below $E_2$ because only one bond in ten holds a second electron.

The same value follows without introducing $E_F$ in the weights. Distribute a fixed number of electrons, about 11\,000, over 10\,000 bonds, count the arrangements, and obtain the chemical potential from the change of free energy per added electron. The count gives $0.7611$ eV.

Now suppose that the quoted upper level is the equal-population energy $E_2'$, at which $f_-=f_0$. By (\ref{ratios}) this requires $\tfrac12e^{(E_2'-E_2)/kT}=1$, or $E_2'=E_2+kT\ln2$. Substitution in (\ref{main}) cancels the factor 2:
\begin{equation}
E_F=E_2'+kT\ln\frac{x}{1-x}.
\end{equation}
With $E_2'=0.80$ eV this is $0.743$ eV. The answer $0.76$ eV thus belongs to the definition of the levels given in the question.

\subsection*{(d) The dropped terms}

For a parabolic band of mass $m$, the density of states at energy $\varepsilon$ above the edge is $(2m)^{3/2}\varepsilon^{1/2}/2\pi^2$. When $E_g-E_F\gg kT$ the Fermi factor reduces to an exponential, and $\int_0^\infty\varepsilon^{1/2}e^{-\varepsilon/kT}d\varepsilon=\tfrac12\sqrt\pi\,(kT)^{3/2}$ gives
\begin{equation}
n=N_ce^{-(E_g-E_F)/kT},\qquad N_c=2\left(\frac{mkT}{2\pi}\right)^{3/2}.
\end{equation}
Here $N_c=2.9\times10^{19}\ \mathrm{cm^{-3}}$. Holes obey $p=N_ce^{-E_F/kT}$, since both masses are equal. A donor is empty or holds one electron of either spin, so its neutral-to-ionized ratio is $2e^{(E_F-1.075\,\mathrm{eV})/kT}$. At $E_F=0.761$ eV:
\begin{itemize}
\item free electrons: $n=2.7\times10^{13}\ \mathrm{cm^{-3}}$;
\item free holes: $p=4.7\times10^{6}\ \mathrm{cm^{-3}}$;
\item neutral donors: $1.1\times10^{12}\ \mathrm{cm^{-3}}$;
\item positive bonds: $f_+=8\times10^{-9}$, or $8\times10^{9}\ \mathrm{cm^{-3}}$.
\end{itemize}
All are small beside $N_D=10^{17}\ \mathrm{cm^{-3}}$. Their effect on $E_F$ follows from the derivative of (\ref{main}),
\begin{equation}
\frac{dE_F}{dx}=kT\left(\frac1x+\frac1{1-x}\right)=\frac{kT}{x(1-x)} .
\label{slope}
\end{equation}
Free electrons and neutral donors reduce $f_-$ by $2.8\times10^{13}/10^{18}=2.8\times10^{-5}$. This lowers $E_F$ by $0.02585\times2.8\times10^{-5}/0.09\approx8\times10^{-6}$ eV. The numerical root of the full condition (\ref{neutral}) is $0.76111$ eV, against $0.76112$ eV from (\ref{main}).

\subsection*{(e) Limits and range of validity}

Without donors, and with carriers neglected, neutrality requires $f_+=f_-$. Then $w_+=w_-$, so $2E_F=E_1+E_2$ and $E_F=0.55$ eV. The neglect is consistent: at this energy each charged fraction is about $\tfrac12e^{-U/2kT}=3\times10^{-5}$, or $3\times10^{13}\ \mathrm{cm^{-3}}$, while $n$ and $p$ are of order $10^{10}\ \mathrm{cm^{-3}}$. The full root is also $0.5500$ eV.

Without bonds, the full root is $0.973$ eV with $n=9.6\times10^{16}\ \mathrm{cm^{-3}}$. At fixed donor density, the bonds therefore reduce the free-electron density by a factor of about 3600. The missing electrons sit on negative bonds.

With the bond density held at $10^{18}\ \mathrm{cm^{-3}}$, the donor density changes $E_F$ as follows.

\begin{center}
\begin{tabular}{ccc}
$N_D$ ($\mathrm{cm^{-3}}$) & full root (eV) & formula (eV)\\
$1\times10^{16}$ & 0.699 & 0.699\\
$1\times10^{17}$ & 0.761 & 0.761\\
$2\times10^{17}$ & 0.782 & 0.782\\
$5\times10^{17}$ & 0.818 & 0.818\\
$9\times10^{17}$ & 0.8739 & 0.8747\\
$2\times10^{18}$ & 1.020 & --
\end{tabular}
\end{center}

Doubling the donors from $10^{17}$ to $2\times10^{17}\ \mathrm{cm^{-3}}$ moves $E_F$ by $21$ meV. This response is no weaker than in silicon without bonds, where the same doubling moves $E_F$ by $17$ meV, close to $kT\ln2$. The bonds set the energy from which the logarithm is measured, $E_2$ in place of the conduction edge; they do not flatten it. The Fermi level crosses $E_2$ when $2x=1-x$, that is at $x=1/3$.

For these parameters the formula agrees with the full root to better than $1$ meV from about $x=3\times10^{-4}$ to $x=0.9$. It fails on either side. At small $x$ the neglect of positive bonds requires $x\gg\tfrac12e^{-U/2kT}\approx3\times10^{-5}$; below this $E_F$ approaches the midpoint of the levels. As $x\to1$ the logarithm diverges, because the bonds run out of room and electrons must go elsewhere. At $9\times10^{17}\ \mathrm{cm^{-3}}$ free electrons and neutral donors together already hold about $3\times10^{15}\ \mathrm{cm^{-3}}$, and (\ref{slope}) turns this into the $0.8$ meV difference in the table. At $2\times10^{18}\ \mathrm{cm^{-3}}$ half the donor electrons find no place on the bonds. They are shared between the conduction band and the donor levels, and $E_F$ rises to $0.10$ eV below the conduction edge. At this density the donor level in real silicon is shallower than the isolated value used here; a depth of about $0.03$ eV would raise $E_F$ by roughly $4$ meV.

\subsection*{(f) Spread of the levels}

Let a bond have levels $E_1+s$ and $E_2+s$, where $s$ has mean zero and variance $\sigma^2$. Neglecting positive bonds, the negative fraction of bonds with $s=0$ is
\begin{equation}
F(E_F)=\frac1{1+2e^{(E_2-E_F)/kT}} .
\end{equation}
Differentiating once and then again,
\begin{equation}
F'=\frac{F(1-F)}{kT},\qquad F''=\frac{F(1-F)(1-2F)}{(kT)^2}.
\end{equation}
A bond displaced by $s$ has the fraction $F(E_F-s)$. Neutrality now reads $\langle F(E_F-s)\rangle=x$. Write $E_F=E_F^{(0)}+\delta$, where $F(E_F^{(0)})=x$, and expand to first order in $\delta$ and second order in $s$. The term linear in $s$ averages to zero:
\begin{equation}
x+F'\delta+\tfrac12F''\sigma^2=x
\;\Rightarrow\;
\delta=-\frac{F''\sigma^2}{2F'}=-\frac{(1-2x)\sigma^2}{2kT}.
\label{spread}
\end{equation}
For $x<1/2$ the Fermi level falls, because the few extra electrons collect on bonds with low-lying levels. At $x=1/2$ the leading shift vanishes, and for $x>1/2$ its sign reverses.

For $\sigma=0.05$ eV, (\ref{spread}) gives $-0.8\times0.0025/0.0517=-0.039$ eV. But $\sigma$ is then about twice $kT$, outside the range of the expansion. Averaging the occupations numerically over a Gaussian gives $-0.030$ eV, and $E_F$ becomes about $0.73$ eV.

\subsection*{(g) Random donors and grain boundaries}

\emph{Random donors.} A donor ion at the origin produces a potential $\varphi(r)$ that lowers electron energies by $\varphi$. The density of negative bonds then rises by $N_BF'\varphi$ to first order, and Poisson's equation for the change is
\begin{equation}
\nabla^2\varphi=-\frac{4\pi}{\kappa}\left[\delta(\mathbf r)-N_BF'\varphi\right].
\end{equation}
Its decaying solution is
\begin{equation}
\varphi=\frac{e^{-r/L}}{\kappa r},\qquad
\frac1{L^2}=\frac{4\pi N_BF'}{\kappa}=\frac{4\pi N_Bx(1-x)}{\kappa kT}.
\end{equation}
One hartree times one bohr is $1.44$ eV\,nm, so $1/\kappa$ becomes $0.123$ eV\,nm. With $N_B=10^{-3}\ \mathrm{nm^{-3}}$, the screening length is $L=13.6$ nm.

The mean lowering from all donors is
\begin{equation}
N_D\int\varphi\,d^3r=\frac{4\pi N_DL^2}{\kappa}=\frac{kT}{1-x}=28.7\ \mathrm{meV},
\end{equation}
where $N_D=xN_B$ was used. This common offset is cancelled by the average charge of the negative bonds, and $E_F$ is measured from the mean band edge. What remains is the fluctuation. For independently placed donors its variance is
\begin{equation}
N_D\int\varphi^2d^3r=\frac{4\pi N_D}{\kappa^2}\int_0^\infty e^{-2r/L}dr=\frac{2\pi N_DL}{\kappa^2},
\end{equation}
which corresponds to a standard deviation of about $11$ meV. Used as $\sigma$ in (\ref{spread}), it gives a shift of $-2$ meV. Averaging the occupations over sampled random donor positions also gives $-2.0$ meV. Both are estimates. Linear screening fails within about $4$ nm of a donor, where $\varphi$ exceeds $kT$. The screening charge is also treated as continuous, although a sphere of radius $L$ contains only about one negative bond. The electrons on the bonds avoid each other, and this correlation, left out here, lowers $E_F$ further by an amount of order $1/(2\kappa L)$, a few meV. Coulomb effects of this kind thus change $E_F$ by several meV in all, which leaves $0.76$ eV a fair value.

\emph{Grain boundaries.} Put all bonds on parallel planes a distance $w$ apart. The grains between them, emptied of electrons, carry the uniform charge density $N_D$. With $\varphi=0$ at $z=0$ and $z=w$,
\begin{equation}
\varphi''=-\frac{4\pi N_D}{\kappa}
\;\Rightarrow\;
\varphi=\frac{2\pi N_D}{\kappa}z(w-z).
\end{equation}
The maximum, at $z=w/2$, is $\pi N_Dw^2/2\kappa$. For $w=10$ nm it is $1.9$ meV, far below $kT$, so treating the bonds as uniform is adequate here. The smooth charge is only an average, since the donors are about $20$ nm apart, more than $w$; the effects of discrete charges estimated above remain. The bending grows as $w^2$ at fixed $N_D$ while the grain stays depleted: at $30$ nm it would be $17$ meV.

\subsection*{(h) Temperature and real material}

At $400$ K with fixed levels and gap, the logarithmic term of (\ref{main}) grows by the factor $4/3$, from $-0.039$ to $-0.052$ eV. The full root is $0.748$ eV. The levels may also move relative to the valence edge. If the gap shrinks by a rough $0.3$ meV/K, to $1.09$ eV, and the levels keep their fractional positions in it, then $E_2=0.779$ eV and the full root is $0.726$ eV. How the levels follow the gap is an assumption, and it matters more here than the explicit factor $kT$.

The parameters resemble fine-grained, unpassivated polysilicon. Bonds at $10^{18}\ \mathrm{cm^{-3}}$ on planes $10$ nm apart amount to $10^{12}\ \mathrm{cm^{-2}}$ per boundary, a rough typical magnitude for such material; the volume density is far above that of device-grade single crystals. The levels at real boundaries are not sharp: a spread of $0.05$ eV moves the answer by $-30$ meV. An error in the centre of the upper level passes unchanged into $E_F$, by (\ref{main}). The model also omits the band-tail states of the boundaries, which compete for the same electrons. An exponential conduction-band tail with a rough density of $10^{21}\ \mathrm{cm^{-3}eV^{-1}}$ at the edge lowers $E_F$ by about $1$ meV if its decay energy is $35$ meV, by $17$ meV for $50$ meV and by $54$ meV for $60$ meV. Some donors may also be electrically inactive at the boundaries. If half were, $x=0.05$ would give $0.742$ eV. Hydrogen passivation acts the other way, by removing bonds: at fixed active donor density, $E_F$ leaves the neighbourhood of $E_2$ once fewer bonds than donors remain. For this material $0.76$ eV is therefore the answer of the sharp-level model, with an uncertainty of at least a few hundredths of an eV when applied to a real film.

\section*{Table of computed values}
\begin{verbatim}
Temperature: 300 K; kT = 0.02585 eV
Levels E1, E2: 0.30, 0.80 eV
Donors, bonds: 1.0e+17, 1.0e+18 cm^-3
Ratio x = 0.10; 2x/(1-x) = 0.2222
kT ln(2x/(1-x)) = -0.0389 eV
Gap 1.12 eV; donor depth 0.045 eV
DOS mass 1.1 m_e; permittivity 11.7
Band effective density: 2.895e+19 cm^-3
Fermi level, closed form: 0.76112 eV
Fermi level, full neutrality: 0.76111 eV
Fermi level, count of 10000 bonds: 0.76113 eV
Without spin factor 2: 0.7432 eV
Fraction plus: 8.071e-09
Fraction neutral: 0.90003
Fraction minus: 0.09997
Free electrons: 2.707e+13 cm^-3
Free holes: 4.738e+06 cm^-3
Neutral donors: 1.066e+12 cm^-3
Fermi level, no donors: 0.5500 eV
Fermi level, no bonds: 0.9725 eV
Free electrons, no bonds: 9.634e+16 cm^-3
Donor series (cm^-3): full / closed Fermi level (eV)
  1e+16: 0.6991 / 0.6991
  1e+17: 0.7611 / 0.7611
  2e+17: 0.7821 / 0.7821
  5e+17: 0.8179 / 0.8179
  9e+17: 0.8739 / 0.8747
  2e+18: 1.0204 / not applicable
Assumed level spread: 0.050 eV
Shift from spread: -29.9 meV
Small-spread law there: -38.7 meV
Screening length: 13.63 nm
Mean donor lowering: 28.7 meV
Shift from random donors: -2.0 meV
Grain-boundary spacing: 10 nm
Bonds per boundary area: 1.0e+12 cm^-2
Band bending in grain: 1.93 meV
Fermi level at 400 K, fixed levels: 0.7478 eV
Assumed gap shrinkage: 0.3 meV/K
Gap at 400 K: 1.090 eV
Fermi level at 400 K, scaled levels: 0.7263 eV
\end{verbatim}
